# A positive definite Sternheimer operator for ultrasoft pseudopotentials

## 1. Symmetry fixes the added term

With ultrasoft pseudopotentials the one-electron states obey a generalized eigenvalue problem,

\[
H\psi_i=\varepsilon_i S\psi_i,\qquad \psi_i^\dagger S\psi_j=\delta_{ij},\qquad i=1,\dots,M. \tag{1}
\]

Here \(M\) is the basis size, \(H\) is Hermitian, and the dimensionless overlap operator \(S\) is Hermitian and positive definite. The levels are in ascending order and the lowest \(N\) are filled. Linear response requires solving equations with the operator \(H-\varepsilon_vS\), \(v\le N\), which is singular because it annihilates \(\psi_v\). We seek a term \(X\) that repairs it under three requirements: \(X\) is Hermitian, it vanishes on every empty state, and its matrix elements between filled states do not change when these states are mixed by a unitary matrix. The last requirement excludes terms that weight the filled levels differently, such as \(\sum_{i\le N}\varepsilon_iS\psi_i\psi_i^\dagger S\).

The states are complete, \(\sum_i\psi_i\psi_i^\dagger S=1\). Inserting this identity on the right of \(X\) and its adjoint on the left gives

\[
X=\sum_{ij}S\psi_i\,(\psi_i^\dagger X\psi_j)\,\psi_j^\dagger S .
\]

Since \(X\) is Hermitian and vanishes on empty states, both indices run over filled states. Invariance under mixing means that the \(N\times N\) matrix \(\psi_i^\dagger X\psi_j\) commutes with every unitary matrix, so it is a multiple \(\alpha\) of the identity:

\[
X=\alpha SP_v,\qquad P_v=\sum_{i\le N}\psi_i\psi_i^\dagger S. \tag{2}
\]

\(P_v\) itself is not Hermitian in general, but \(SP_v\) is. The coefficient \(\alpha\) is an energy. Replacing \(H\) by \(H+cS\) shifts all levels by \(c\) and leaves \(H-\varepsilon_vS\) unchanged, so a bound on \(\alpha\) can contain energy differences only.

## 2. The equation to be solved

Let a prime denote the derivative with respect to an atomic displacement. In ultrasoft schemes \(S'\neq0\), because the overlap moves with the atoms. For nondegenerate filled levels, differentiating (1) gives

\[
(H-\varepsilon_vS)\psi_v'=-(H'-\varepsilon_vS')\psi_v+\varepsilon_v'S\psi_v .
\]

Define \(P_c=1-P_v\), so that \(P_c^\dagger=1-\sum_{i\le N}S\psi_i\psi_i^\dagger\). Two identities are needed. First, \(P_c^\dagger S\psi_v=S\psi_v-S\psi_v=0\). Second, \(P_c^\dagger\) passes through the operator:

\[
P_c^\dagger H=H-\sum_{i\le N}\varepsilon_iS\psi_i\psi_i^\dagger S=HP_c,\qquad P_c^\dagger S=SP_c .
\]

Multiplying by \(P_c^\dagger\) therefore removes \(\varepsilon_v'\) and leaves an equation for the conduction part \(x_v=P_c\psi_v'\):

\[
(H-\varepsilon_vS)x_v=b_v,\qquad b_v=-P_c^\dagger(H'-\varepsilon_vS')\psi_v. \tag{3}
\]

We solve instead

\[
A\,x=b_v,\qquad A=H-\varepsilon_vS+\alpha SP_v . \tag{4}
\]

To see that the solution is the same, multiply (4) by \(\psi_i^\dagger\) with \(i\le N\). On the left, \(\psi_i^\dagger H=\varepsilon_i\psi_i^\dagger S\) and \(\psi_i^\dagger SP_v=\psi_i^\dagger S\). On the right, \(\psi_i^\dagger P_c^\dagger=\psi_i^\dagger-\psi_i^\dagger=0\). Hence

\[
(\varepsilon_i-\varepsilon_v+\alpha)\,\psi_i^\dagger Sx=\psi_i^\dagger b_v=0. \tag{5}
\]

If no bracket vanishes, \(P_vx=0\), the added term acts on nothing, and \(x=x_v\). Multiplying by an empty state's \(\psi_c^\dagger\) gives the familiar sum over states,

\[
x_v=-\sum_{c>N}\psi_c\,\frac{\psi_c^\dagger(H'-\varepsilon_vS')\psi_v}{\varepsilon_c-\varepsilon_v},
\]

which (4) evaluates without computing the empty states.

## 3. The lower bound on alpha

Expand any vector as \(x=\sum_ic_i\psi_i\). By (1) and (2),

\[
x^\dagger Ax=\sum_{i\le N}(\varepsilon_i-\varepsilon_v+\alpha)|c_i|^2+\sum_{i>N}(\varepsilon_i-\varepsilon_v)|c_i|^2. \tag{6}
\]

The \(c_i\) are independent, so this is positive for every nonzero \(x\) if and only if each bracket is positive. The smallest brackets belong to \(i=1\) and \(i=N+1\):

\[
\boxed{\;\alpha>\varepsilon_v-\varepsilon_1\quad\text{and}\quad\varepsilon_{N+1}>\varepsilon_v\;} \tag{7}
\]

One value serves all filled states when \(\alpha\) exceeds the valence width \(W=\varepsilon_N-\varepsilon_1\) and is positive. At equality in the first condition \(A\) is singular. The second condition does not contain \(\alpha\): if an empty level lies at or below \(\varepsilon_v\), no \(\alpha\) helps. The method in this form is thus for insulators. Including deep semicore states lowers \(\varepsilon_1\) and raises the bound.

For a phonon of wavevector \(\mathbf q\), the response of a state at \(\mathbf k\) lies at \(\mathbf k+\mathbf q\). Then \(H\), \(S\) and \(P_v\) are taken at \(\mathbf k+\mathbf q\), while \(\varepsilon_v\) comes from \(\mathbf k\). Equation (6) holds with these meanings, and a common \(\alpha\) for all pairs must exceed the highest valence energy minus the lowest valence energy over the whole zone.

## 4. Conditioning and the choice of alpha

Positivity permits conjugate gradients; their speed depends on the spread of the spectrum. Measured against \(S\), the eigenvalues of \(A\) are the brackets in (6). The empty states occupy the interval from \(\varepsilon_{N+1}-\varepsilon_v\) to \(\varepsilon_M-\varepsilon_v\), so the condition number \(\kappa_S\), the largest eigenvalue over the smallest, cannot be less than

\[
\kappa_c=\frac{\varepsilon_M-\varepsilon_v}{\varepsilon_{N+1}-\varepsilon_v}.
\]

It equals \(\kappa_c\) when the shifted filled levels also lie in that interval, that is, when \(\varepsilon_{N+1}\le\varepsilon_i+\alpha\le\varepsilon_M\) for all \(i\le N\). The lower limit is most severe for \(i=1\), the upper one for \(i=N\):

\[
\varepsilon_{N+1}-\varepsilon_1\le\alpha\le\varepsilon_M-\varepsilon_N. \tag{8}
\]

The index \(v\) has cancelled. For a phonon all levels in (8) are those at \(\mathbf k+\mathbf q\). The lower edge then satisfies the bound automatically in an insulator, because \(\varepsilon_{N+1}\) at \(\mathbf k+\mathbf q\) lies above \(\varepsilon_v\) at \(\mathbf k\).

If no empty level is known, \(\alpha=2W\) is a convenient choice. With \(g=\varepsilon_{N+1}-\varepsilon_N\), the lower edge of (8) is \(W+g\), so \(2W\) reaches it when \(W\ge g\). For \(N=1\) at a single \(\mathbf k\) point, \(2W=0\) and the choice fails.

Without a preconditioner the relevant number is the ordinary condition number \(\kappa(A)\). Writing

\[
\frac{x^\dagger Ax}{x^\dagger x}=\frac{x^\dagger Ax}{x^\dagger Sx}\,\frac{x^\dagger Sx}{x^\dagger x}
\]

and bounding each factor above and below gives \(\kappa(A)\le\kappa_S\,\kappa(S)\).

## 5. Conjugate gradients and their error

Since \(A\) is positive definite, the solution of (4) minimizes \(\tfrac12x^\dagger Ax-\mathrm{Re}\,x^\dagger b\). Let \(K\) be a Hermitian positive definite preconditioner. Start from \(x_0=0\), \(r_0=b\), \(p_0=Kr_0\), and repeat

\[
\begin{aligned}
a_k&=\frac{r_k^\dagger Kr_k}{p_k^\dagger Ap_k}, & x_{k+1}&=x_k+a_kp_k, & r_{k+1}&=r_k-a_kAp_k,\\
c_k&=\frac{r_{k+1}^\dagger Kr_{k+1}}{r_k^\dagger Kr_k}, & p_{k+1}&=Kr_{k+1}+c_kp_k .
\end{aligned} \tag{9}
\]

The coefficients follow by induction. Suppose that \(p_j^\dagger r_k=0\) and \(p_j^\dagger Ap_k=0\) for all \(j<k\).

- Then \(p_k^\dagger r_k=r_k^\dagger Kr_k\), because the part of \(p_k\) along \(p_{k-1}\) does not contribute. So \(a_k\) makes \(p_k^\dagger r_{k+1}=0\), which is the minimum along \(p_k\). For \(j<k\), \(p_j^\dagger r_{k+1}=0\) by the hypothesis.
- Each \(Kr_j\) is a combination of \(p_j\) and \(p_{j-1}\), so \(r_j^\dagger Kr_{k+1}=0\) for \(j\le k\).
- Since \(Ap_j=(r_j-r_{j+1})/a_j\), the product \(p_j^\dagger AKr_{k+1}\) vanishes for \(j<k\). For \(j=k\) it equals \(-r_{k+1}^\dagger Kr_{k+1}/a_k=-c_k\,p_k^\dagger Ap_k\), which the term \(c_kp_k\) cancels. Thus \(p_j^\dagger Ap_{k+1}=0\) for all \(j\le k\).

In exact arithmetic \(x_k\) therefore minimizes the error \(\|e\|_A=(e^\dagger Ae)^{1/2}\), \(e=x-x_v\), over the span of the first \(k\) directions. Errors reachable in that span have the form \(\pi(KA)e_0\), with \(\pi\) a polynomial of degree at most \(k\) and \(\pi(0)=1\). The operator \(KA\) is self-adjoint in the \(A\) inner product, with eigenvalues in some interval \([l,u]\), \(l>0\). Any admissible \(\pi\) gives an upper bound; take the Chebyshev choice

\[
\pi(\lambda)=\frac{T_k\big((u+l-2\lambda)/(u-l)\big)}{T_k\big((u+l)/(u-l)\big)} .
\]

On the interval the numerator is at most 1 in magnitude. With \(\kappa=u/l\) and \(s=(\sqrt\kappa+1)/(\sqrt\kappa-1)\), the argument below is \((\kappa+1)/(\kappa-1)=\tfrac12(s+s^{-1})\), so the denominator is \(\tfrac12(s^k+s^{-k})\ge\tfrac12s^k\). Hence

\[
\frac{\|e_k\|_A}{\|e_0\|_A}\le2\left(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\right)^k. \tag{10}
\]

In practice one monitors the residual. From \(e=-A^{-1}r\) and \(\|b\|\le\lambda_{\max}(A)\|x_v\|\),

\[
\frac{\|e\|}{\|x_v\|}\le\kappa(A)\frac{\|r\|}{\|b\|}. \tag{11}
\]

A second error comes from imperfect projection. If \(b\) acquires a valence part \(\psi_i^\dagger b=\eta\), equation (5) gives \(\psi_i^\dagger Sx=\eta/(\varepsilon_i-\varepsilon_v+\alpha)\). An \(\alpha\) just above the bound magnifies this error; inside the window (8) the divisor is at least \(\varepsilon_{N+1}-\varepsilon_v\). Applying \(P_c\) to the final \(x\) removes it, to the accuracy of the projector.

## 6. What happens at alpha equal to zero

The right-hand side has no valence part, so one may ask why \(\alpha\) is needed. The reason is that residuals and directions obey different conditions: \(\psi_i^\dagger r=0\) for a residual, but \(\psi_i^\dagger Sp=0\) for a direction in the conduction space. Plain CG sets \(p_0=b\), and after one step with \(\alpha=0\)

\[
\psi_i^\dagger r_1=-a_0(\varepsilon_i-\varepsilon_v)\,\psi_i^\dagger Sb ,
\]

which is generally nonzero when \(S\ne1\). When \(\varepsilon_v>\varepsilon_1\), the iteration then meets the negative part of (6), where \(p^\dagger Ap\) can be negative and the minimization loses its meaning.

The preconditioner \(K=S^{-1}\) avoids this in exact arithmetic, since \(\psi_i^\dagger SS^{-1}r=\psi_i^\dagger r=0\). For a separable overlap \(S=1+BQB^\dagger\) with \(Q\) invertible, it is inexpensive:

\[
S^{-1}=1-BYB^\dagger,\qquad Y=(Q^{-1}+B^\dagger B)^{-1}.
\]

To verify this, multiply by \(S\): the terms beyond 1 are \(B[Q-Y-QB^\dagger BY]B^\dagger\), and \(Y+QB^\dagger BY=Q(Q^{-1}+B^\dagger B)Y=Q\).

Small valence errors are nevertheless amplified. With \(K=S^{-1}\), \(r_k=\pi_k(AS^{-1})r_0\), and \(S\psi_1\) is an eigenvector of \(AS^{-1}\) with eigenvalue \(\lambda=\varepsilon_1-\varepsilon_v+\alpha\). A contamination along \(S\psi_1\), too small to alter \(\pi_k\), is multiplied by

\[
\pi_k(\lambda)=\prod_{j=1}^k\left(1-\frac{\lambda}{\theta_j}\right). \tag{12}
\]

To locate a root \(\theta\), write \(r_k\propto(A-\theta S)y\), where \(y\) lies in the span of the first \(k\) directions. Because \(r_k\) is orthogonal to that span, \(y^\dagger(A-\theta S)y=0\), so \(\theta=y^\dagger Ay/y^\dagger Sy\). This is an average of the conduction eigenvalues, hence \(\theta\ge\varepsilon_{N+1}-\varepsilon_v>0\). For \(\alpha=0\) and \(v>1\), \(\lambda\) is negative and every factor in (12) exceeds 1. At the lower edge of (8), \(\lambda=\varepsilon_{N+1}-\varepsilon_v\) and every factor lies between 0 and 1. For \(S=1\), plain CG is this same iteration.

## 7. Numerical example

The model is a one-dimensional crystal with a cell of 10 bohr and 49 plane waves. It has two atoms per cell, 3.6 bohr apart; a Gaussian of width \(w\) means \(e^{-x^2/2w^2}\). The atoms carry Gaussian wells of depth 2.0 (first atom) and 1.2 hartree and width 1.0 bohr, and one normalized Gaussian projector \(\beta\) of width 0.5 bohr on each atom. The projectors add \(-0.5\sum\beta\beta^\dagger\) hartree to \(H\) and \(0.8\sum\beta\beta^\dagger\) to \(S=1+\dots\). Three bands are filled. The perturbation moves the first atom of every cell, with \(H'\) given.

At \(\mathbf k=0\) the lowest levels are \(-1.1067\), \(-0.7315\), \(-0.4351\) and \(0.0398\) hartree. For \(v=3\) the bound is

\[
\varepsilon_3-\varepsilon_1=-0.4351+1.1067=0.6716\ \text{hartree}=18.28\ \text{eV}.
\]

A root search on the lowest ordinary eigenvalue of \(A\) gives the same value. Over a grid of 13 \(\mathbf k\) points the common bound rises to 0.6908 hartree.

The highest basis level is 112.910 hartree, so the window (8) runs from \(0.0398+1.1067=1.1464\) (last digit from unrounded levels) to 113.35 hartree, and \(\kappa_c=113.35/0.4748=238.7\). Here \(W=0.672\) exceeds \(g=0.475\) hartree, so \(2W=1.343\) hartree lies inside. The CG steps needed for \(\|r\|/\|b\|\le10^{-10}\), which can shift by one step with rounding, are:

| \(\alpha\) (hartree) | \(\kappa_S\) | plain | kinetic | \(S^{-1}\) |
|---|---|---|---|---|
| 0.682 | 11335 | 48 | 16 | 39 |
| 1.146 | 238.7 | 47 | 14 | 39 |
| 1.343 | 238.7 | 46 | 13 | 39 |
| 113.3 | 238.7 | 44 | 20 | 39 |
| 1133 | 2387 | 56 | 21 | 49 |

The kinetic preconditioner is diagonal, \(1/(1+G^2/2)\) in atomic units, with \(G\) the plane-wave wavevector. It damps the large kinetic energies that make \(\varepsilon_M\) large. The condition number limits the count but does not determine it: the first row has a large \(\kappa_S\) and costs little more than the second. The plain and \(S^{-1}\) counts are also close to the basis size, and they grow with it: at the lower edge of the window, 97 and 193 plane waves need about 83 and 170 plain steps and 71 and 145 steps with \(S^{-1}\), while the kinetic count stays at 14. In exact arithmetic the \(S^{-1}\) column would not depend on \(\alpha\); every direction stays in the conduction space, where the added term does not act. Its rise in the last row therefore comes from rounding: there \(\lambda\) in (12) is about ten times the largest conduction eigenvalue, so each factor has magnitude of about 9 or more. Valence rounding errors grow until they are large enough to alter \(\pi_k\), and the iteration then spends extra steps removing them. A single such error would cost only three steps here; rounding renews it at every step. Applying \(P_c^\dagger\) to the residual at each step brings the count back to about 40.

For \(\alpha=1.146\) hartree the kinetic preconditioner gives \(\kappa=4.42\) and a factor 0.355 per step in (10). After 10 steps the bound is \(6.4\times10^{-5}\), while the actual relative error in the \(A\) norm is \(6.2\times10^{-8}\). Over all runs in the table, the largest error relative to the norm of the sum over states is \(2\times10^{-12}\).

At \(\alpha=0\), the largest valence component \(|\psi_i^\dagger r_1|\) of the plain CG residual is 0.10 of \(\|b\|\) after one step, and the run meets negative curvature twice. The guarantees of Section 5 are thus lost, although in this small model the residual still reaches the tolerance, in about as many steps as the plain column of the table. The resulting \(x\) is not \(x_v\): since \(A\psi_3=0\) at \(\alpha=0\), the residual cannot see a component along \(\psi_3\), and the run leaves one of about 0.025 of \(\|x_v\|\), which only a final \(P_c\) removes. With \(S^{-1}\) and a small part along \(S\psi_1\) seeded in \(b\), the residual component \(\psi_1^\dagger r\) grows by a factor 15 in 20 steps; with \(\alpha=1.146\) hartree it shrinks to 0.005 of its initial size, and the valence part of \(x\) then approaches the bounded value given by (5).

## 8. Use in a phonon calculation

The response also has a valence part, fixed by orthonormality. Write \(\psi_j'=x_j+\sum_{i\le N}\psi_iC_{ij}\) with \(C_{ij}=\psi_i^\dagger S\psi_j'\). Differentiating \(\psi_i^\dagger S\psi_j=\delta_{ij}\) gives \(C_{ij}+C_{ji}^*=-\psi_i^\dagger S'\psi_j\). In the derivative of \(\rho=\sum_{j\le N}\psi_j\psi_j^\dagger\) only this combination appears:

\[
\rho'=\sum_{j\le N}\left(x_j\psi_j^\dagger+\psi_jx_j^\dagger\right)-\sum_{i,j\le N}\psi_i(\psi_i^\dagger S'\psi_j)\psi_j^\dagger. \tag{13}
\]

In the model \(\|\rho'\|=1.117\) per bohr, and the last term alone has norm 0.514 per bohr (both are Frobenius norms), so it cannot be dropped. The numerical check compares (13) with finite differences of displaced crystals; they differ by about \(10^{-11}\) per bohr.

In a self-consistent calculation \(H'\) contains the response of the density, including its augmentation part. Equation (4) is then solved inside an outer loop that updates \(H'\). Only \(b_v\) changes from cycle to cycle; \(A\), its preconditioner and \(\alpha\) stay fixed.

## Calculated quantities

```
cell length 10.0 bohr, plane waves 49, filled bands 3
well depths -2.0, -1.2 hartree; well width 1.0 bohr
atom positions 2.0, 5.6 bohr; projector width 0.5 bohr
nonlocal strength D -0.5 hartree; overlap strength q 0.8
eps_1 at k=0: -1.106679 hartree
eps_2 at k=0: -0.731517 hartree
eps_3 at k=0: -0.435063 hartree
eps_4 at k=0: 0.039757 hartree
highest basis eigenvalue eps_M: 112.9104 hartree
eigenvalues of S: 1.0000 to 1.8000
threshold alpha by root search: 0.67161636 hartree
eps_N - eps_1: 0.67161636 hartree = 18.2756 eV
negative eigenvalues at alpha=0, v=N: 2
zone grid: 13 k points, gap 0.32208 hartree
common bound on alpha over the grid: 0.690766 hartree
window of alpha: 1.14644 to 113.3455 hartree
conduction-space condition number, v=N: 238.712
norm of exact conduction response, v=N: 0.735852 1/bohr
alpha (hartree) | kappa in S metric | kappa plain | CG steps: plain, kinetic, S^-1
0.68162 | 11334.55 | 7169.42 | 48, 16, 39
1.14644 | 238.71 | 238.60 | 47, 14, 39
1.34323 | 238.71 | 236.33 | 46, 13, 39
113.34550 | 238.71 | 397.38 | 44, 20, 39
1133.45495 | 2387.12 | 3987.38 | 56, 21, 49
largest relative error of CG against sum over states: 2.1e-12
kinetic preconditioner, alpha=1.14644 hartree: kappa 4.421, rate 0.3554
step 0: relative A-norm error 1.00e+00, bound 2.00e+00
step 5: relative A-norm error 2.33e-03, bound 1.13e-02
step 10: relative A-norm error 6.24e-08, bound 6.43e-05
alpha=0, plain CG: steps with negative curvature 2
alpha=0, valence part of residual after 1 step: plain 1.04e-01, S^-1 4.2e-15
seeded psi_1 error after 20 S^-1 steps, alpha=0: times 14.974
the same with alpha=1.14644 hartree: times 5.01e-03
norm of density-matrix derivative: 1.116565 1/bohr
norm of its valence part from S': 0.514335 1/bohr
CG result minus finite difference (step 1e-03 bohr): 1.2e-11 1/bohr
```
